# Metastability limits and thermal hysteresis width of a first-order oxide transition

In the example below, the two phases of an oxide switch have equal free energy at 338.93 K. Without nucleation, a uniform sample switches on slow cooling at 330.00 K, which is 8.93 K too low. On slow heating it switches at 341.90 K, which is 2.98 K too high. The loop is 11.9 K wide, and its cooling side is three times as long as its heating side. Both the width and the factor of three follow from a Landau free energy with a negative quartic term.

## Free energy and assumptions

Let $\eta$ be one real, dimensionless order parameter. It is zero in the disordered, high-temperature phase and nonzero in the ordered, low-temperature phase. The free energy density, measured from that of the disordered phase, is

$$f(\eta,T)=\tfrac12 a(T-T_0)\,\eta^2-\tfrac14 b\,\eta^4+\tfrac16 c\,\eta^6,\qquad a,b,c>0 .$$

The minus sign is written out, so $b$ itself is positive. The sixth-order term keeps $f$ bounded from below. The coefficients $a,b,c$ do not depend on temperature. The material is uniform and free of stress, its strain has been minimised out, and no field acts on $\eta$. The states $+\eta$ and $-\eta$ are then equivalent, and for a uniform state it is enough to treat $\eta\ge0$. This is a mean-field description: thermal fluctuations enter only in the section on nucleation.

A phase is called metastable where it is a local minimum of $f$ but not the lowest one. Its limit of metastability is the temperature at which that local minimum disappears.

## Stationary states and their stability

Write $A=a(T-T_0)$. The first derivative is

$$f'(\eta)=\eta\,(A-b\eta^2+c\eta^4).$$

It vanishes at $\eta=0$ and where the bracket is zero. The bracket is quadratic in $\eta^2$, with the roots

$$\eta_\pm^2=\frac{b\pm\sqrt{b^2-4Ac}}{2c}.$$

The second derivative is $f''=A-3b\eta^2+5c\eta^4$. At $\eta=0$ it equals $A$. On the other branches the bracket gives $A=b\eta^2-c\eta^4$, so that

$$f''(\eta_\pm)=-2b\eta_\pm^2+4c\eta_\pm^4=2\eta_\pm^2\,(2c\eta_\pm^2-b)=\pm2\eta_\pm^2\sqrt{b^2-4Ac}.$$

Where the square root is real and positive, $\eta_+$ is therefore a minimum, the ordered phase. The state $\eta_-$ is a maximum, the top of the barrier between the phases. It exists at nonzero $\eta$ for $0<A<b^2/4c$, since $\eta_-^2$ is positive only when the square root is smaller than $b$.

## The two limits

**Cooling.** The disordered phase is a minimum for $A>0$, that is, for $T>T_0$. At $T_0$ the quadratic term is zero and $f\approx-\tfrac14b\eta^4$ for small $\eta$. This is negative on both sides of $\eta=0$, so the disordered phase is already unstable at $T_0$. The system runs downhill to $\eta_+$, which at $A=0$ has $\eta_+^2=b/c$.

**Heating.** The ordered minimum exists as long as $b^2>4Ac$. It merges with the barrier top when $4Ac=b^2$, which defines

$$T_1=T_0+\frac{b^2}{4ac},\qquad \eta^2(T_1)=\frac{b}{2c}.$$

At this temperature the derivative becomes a perfect square,

$$f'(\eta)=c\,\eta\left(\eta^2-\frac{b}{2c}\right)^2\ge0 .$$

Thus $f$ rises with $\eta$ on both sides of the merging point, which is an inflection. A small decrease of $\eta$ lowers the energy, and the system falls to $\eta=0$.

If each phase survives to its own limit, the width of the hysteresis loop is

$$\boxed{W=T_1-T_0=\frac{b^2}{4ac}} .$$

Within the model this is an upper bound for sweeps slow enough that $\eta$ follows its local minimum. Nucleation ends metastability earlier and narrows the loop. A sweep faster than the relaxation of $\eta$ can carry the jumps beyond the limits and widen it.

## Equal free energies and the factor of three

Measure temperature inside the loop by

$$t=\frac{T-T_0}{W},\qquad s=\sqrt{1-t}.$$

Since $4Ac=b^2t$, the square root above equals $bs$, and

$$\eta_\pm^2=\frac{b}{2c}(1\pm s).$$

To find the energy of these states, insert $A=b\eta^2-c\eta^4$ into $f$:

$$f=\tfrac12b\eta^4-\tfrac12c\eta^6-\tfrac14b\eta^4+\tfrac16c\eta^6=\tfrac14b\eta^4-\tfrac13c\eta^6 .$$

With $\eta^2=(b/2c)u$ this becomes

$$f=\frac{b^3}{16c^2}u^2-\frac{b^3}{24c^2}u^3=\frac{b^3}{48c^2}\,u^2(3-2u),\qquad u=1\pm s .$$

For the ordered phase $u=1+s$ and $3-2u=1-2s$. Its energy equals that of the disordered phase, $f=0$, when $s=\tfrac12$, hence $t=\tfrac34$:

$$T_c=T_0+\tfrac34W=T_0+\frac{3b^2}{16ac},\qquad \eta_c^2=\frac{3b}{4c}.$$

Below $T_c$ one has $s>\tfrac12$ and $f(\eta_+)<0$, so the ordered phase is the stable one. The metastable ranges are $T_0<T<T_c$ for the disordered phase and $T_c<T<T_1$ for the ordered phase. Their lengths, $\tfrac34W$ and $\tfrac14W$, have the ratio three for any positive $a,b,c$. A measured loop with another ratio shows that some assumption of this model fails, or that the phases do not switch at their limits.

The same expression gives the barriers for uniform switching. From the disordered phase the barrier is $f(\eta_-)$, with $u=1-s$:

$$\Delta f_{\rm dis}=\frac{b^3}{48c^2}(1-s)^2(1+2s).$$

From the ordered phase it is $f(\eta_-)-f(\eta_+)$. Because $u^2(3-2u)=3u^2-2u^3$, the difference of the two values is

$$3\left[(1-s)^2-(1+s)^2\right]-2\left[(1-s)^3-(1+s)^3\right]=-12s+12s+4s^3=4s^3,$$

$$\Delta f_{\rm ord}=\frac{b^3}{12c^2}\,(1-t)^{3/2}.$$

Each barrier vanishes at its own limit. At $T_c$, where $s=\tfrac12$, both equal $f_b=b^3/(96c^2)$.

## Width in terms of latent heat

The entropy density relative to the disordered phase is $-\partial f/\partial T=-\tfrac12a\eta^2$. The change of $\eta$ with temperature does not contribute, because $\partial f/\partial\eta=0$ at a minimum. On heating through $T_c$ the entropy therefore rises by

$$\Delta S=\tfrac12a\eta_c^2=\frac{3ab}{8c},\qquad L=T_c\,\Delta S,$$

where $L$ is the latent heat per volume. Dividing the barrier by this jump gives

$$\frac{f_b}{\Delta S}=\frac{b^3}{96c^2}\cdot\frac{8c}{3ab}=\frac{b^2}{36ac}\quad\Rightarrow\quad W=\frac{9f_b}{\Delta S}=\frac{9f_bT_c}{L}.$$

At a given barrier, a larger latent heat means a narrower loop, since each kelvin away from $T_c$ then supplies a larger driving force.

For an implementation, the scale of $\eta$ may be chosen so that $\eta_c=1$. Then $c=\tfrac34b$, $\Delta S=\tfrac12a$ and $W=b/(3a)$, and the parameters follow from $T_c$, $L$ and $W$:

$$a=\frac{2L}{T_c},\qquad b=3aW,\qquad c=\tfrac34b,\qquad T_0=T_c-\tfrac34W .$$

This inversion needs the width between the limits. If a slow measured loop has been narrowed by nucleation, it gives too small a $b$. The switching rule itself is short: below $T_0$ the state is ordered, above $T_1$ it is disordered, and in between it keeps its previous phase, with $\eta=0$ or $\eta=\eta_+(T)$.

## Small and negative b

As $b\to0$ at fixed $a$ and $c$, the width falls as $b^2$, the entropy jump as $b$ and the barrier as $b^3$. The point $b=0$ is the tricritical point. There $\eta^2=\sqrt{-A/c}$ below $T_0$, which grows continuously from zero. For negative $b$ the ordered solution is

$$\eta^2=\frac{-|b|+\sqrt{b^2-4Ac}}{2c},$$

which is positive only for $A<0$ and also starts from zero at $T_0$. The transition is then continuous and has no thermal hysteresis in this model.

## Numerical example

The parameters are $T_0=330$ K, $a=1.4$ J/(cm³ K), $b=50$ J/cm³ and $c=37.5$ J/cm³. They give

$$W=\frac{50^2}{4\times1.4\times37.5}\ \text{K}=\frac{2500}{210}\ \text{K}=11.9\ \text{K},$$

$$T_1=341.90\ \text{K}\ (68.75\,^\circ\text{C}),\qquad T_c=330\ \text{K}+\tfrac34W=338.93\ \text{K}\ (65.78\,^\circ\text{C}).$$

The entropy jump is $\tfrac12\times1.4=0.70$ J/(cm³ K), and the latent heat is $338.93\times0.70=237$ J/cm³. The barrier at $T_c$ is $50^3/(96\times37.5^2)=0.926$ J/cm³. The relation $9\times0.926/0.70$ K returns 11.9 K.

As a test of the limits, the state was followed downhill on the energy curve while the temperature was lowered and then raised in small steps. It jumped at 330.00 K on cooling and at 341.91 K on heating. The last ordered state before the heating jump had $\eta=0.823$, against 0.816 at $T_1$. The form $\eta_+^2=(b/2c)(1+s)$ accounts for this. The ratio $(0.823/0.816)^2\approx1.017$ means $s\approx0.017$, so the state was recorded about $s^2W\approx0.003$ K below $T_1$. The order parameter changes with infinite slope there, and a fitted jump height is sensitive to the temperature step.

## How far nucleation narrows the loop

A droplet of the new phase can form before the uniform barrier vanishes. To size this effect, add the gradient energy $\tfrac12g|\nabla\eta|^2$ with $g=50$ J/cm³ nm². Small deviations from $\eta=0$ obey $g\eta''=A\eta$ and decay over $\xi=\sqrt{g/A}$. At $T_c$, $A=1.4\times8.93=12.5$ J/cm³ and $\xi=2.0$ nm.

A flat interface at $T_c$ satisfies $\tfrac12g\eta'^2=f$, the first integral of $g\eta''=f'(\eta)$. Its energy per area is therefore $\sigma=\int_0^{\eta_c}\sqrt{2gf}\,d\eta$. At $T_c$ the energy has double zeros at $\eta=\pm\eta_c$, so $f=\tfrac16c\,\eta^2(\eta_c^2-\eta^2)^2$ and

$$\sigma=\sqrt{\frac{gc}{3}}\int_0^{\eta_c}\eta(\eta_c^2-\eta^2)\,d\eta=\sqrt{\frac{gc}{3}}\,\frac{\eta_c^4}{4}=\frac{\sqrt{625}}{4}=6.25\ \text{mJ/m}^2 ,$$

where 1 J/cm³ nm equals 1 mJ/m².

The critical spherical droplet in a surrounding phase $\eta_m$ is a stationary point of

$$E=\int_0^\infty4\pi r^2\left[\tfrac12g\eta'^2+f(\eta)-f(\eta_m)\right]dr ,$$

$$\eta''+\frac2r\eta'=\frac{f'(\eta)}{g},\qquad \eta'(0)=0,\quad \eta(\infty)=\eta_m .$$

Let $K$ be the gradient part of $E$ and $P$ the rest. Stretching the droplet by a factor $\lambda$ changes $E$ to $\lambda K+\lambda^3P$. Stationarity at $\lambda=1$ requires $K+3P=0$. The numerical droplets satisfy this to within $8\times10^{-7}$ of $K$.

For a cube of edge 100 nm observed for 10 s, with a rough attempt rate of $10^{12}$ s⁻¹ in each volume $\xi^3$, one event is expected when

$$\frac{E}{k_BT}=\ln\left[\left(\frac{100}{2}\right)^3\times10^{12}\times10\right]=41.7 .$$

This happens at about 331.1 K on cooling and at about 341.5 K on heating. The loop is then 10.4 K wide, or 0.88 of $W$. A tenfold error in the attempt rate changes the threshold by only $\ln10=2.3$. The result depends strongly on the chosen $g$, because the droplet energy at a given temperature scales as $g^{3/2}$. Halving $g$ raises the switching temperature on cooling to about 333.6 K, and doubling it lowers this temperature to about 330.2 K. The last value is rough, because the droplet then extends to a radius of about 38 nm and is no longer small against the cube. The estimate covers homogeneous nucleation in the interior alone and ignores the surfaces of the cube. If a surface favours neither phase, the normal gradient of $\eta$ vanishes there, and a half, a quarter or an eighth of the droplet, centred on a face, an edge or a corner, is also a stationary point, with energy $E/2$, $E/4$ or $E/8$. For the eight corners the threshold is $\ln(8\times10^{13})=32.0$, which is reached at about 335.4 K on cooling and 340.7 K on heating. The loop is then only about 5.3 K wide; faces alone give about 8.8 K and edges about 6.9 K. The 10.4 K therefore holds only where the surfaces suppress nucleation. The estimate also omits the elastic energy that arises when the droplet and its surroundings prefer different strains. This energy raises the droplet barrier, so homogeneous nucleation then narrows the loop less than estimated here. Defects that lower the droplet barrier narrow the loop further.

The heating value also assumes that the ordered cube holds only one sign of $\eta$. A wall between regions of $+\eta$ and $-\eta$ passes through $\eta=0$. Above $T_c$ the disordered phase has the lower energy, so it grows from such a wall without a barrier. A cube that contains a wall therefore switches just above $T_c$ on slow heating.

## Clamping, heat flow and temperature of use

**Clamping.** Suppose that the ordered phase, when free, takes the strain $e_0\eta^2$ along one direction with elastic modulus $C$. If a strain $e$ is imposed at every point of the material, and not just on average, the energy gains the term $\tfrac12C(e-e_0\eta^2)^2$. For $e=0$ this is $\tfrac12Ce_0^2\eta^4$, and comparison with $-\tfrac14b\eta^4$ gives

$$b_{\rm clamped}=b-2Ce_0^2 .$$

Take $C=100$ GPa $=10^5$ J/cm³ and $e_0=1\,\%$. Then $b_{\rm clamped}=50-20=30$ J/cm³. With $a$, $c$ and $T_0$ held fixed, the width drops to $30^2/210=4.29$ K. A downhill sweep on the clamped energy curve also gives 4.29 K. The reduction is large because $W$ depends on the square of $b$. With these values of $b$ and $C$, full clamping would make the transition continuous at $e_0=\sqrt{b/2C}\approx1.6\,\%$.

If the imposed strain $e$ is not zero, the cross term $-Cee_0\eta^2$ also shifts $T_0$ by $2Cee_0/a$, upwards if $e$ and $e_0$ have the same sign. It moves the whole loop without changing its width. For $e=0.1\,\%$ the shift is $2\times10^5\times10^{-3}\times10^{-2}/1.4$ K, or about 1.4 K.

**Heat flow.** With a rough heat capacity of 3 J/(cm³ K), the latent heat corresponds to a temperature change of $237/3=79$ K, far more than $W$. The ordered phase releases heat of this order as it forms and absorbs heat of this order as it disappears; the exact amounts differ from $L$ because the jumps do not occur at $T_c$. The film can therefore depart from the temperature of its surroundings while it converts. Measured in the temperature of the surroundings, the formula for $W$ still applies if the sweep is so slow that this heat is exchanged while that temperature changes by much less than $W$. In a faster pulse, the temperature of the heater alone does not determine how much material switches: the pulse must also last long enough to supply the heat that takes the film past the barrier top. If the film is held inside the loop, its surroundings can supply the rest of the latent heat after the pulse.

**Temperature of use.** Two phases can be stored only between $T_0$ and $T_1$, here between 56.85 and 68.75 °C. Nucleation narrows this range, and more so for longer storage times. An ambient of 85 °C lies 16.2 K above $T_1$, where the ordered phase is no longer a minimum and its information is lost. Room temperature lies below $T_0$, where the disordered phase is lost. A memory with these parameters needs a regulated holding temperature inside the loop. Without one it is a volatile switch.

## Relation to vanadium dioxide

The parameters lie in the rough regime of vanadium dioxide, which changes between a low-temperature insulator and a high-temperature metal near 340 K, with a latent heat of a few hundred J/cm³. These two facts guide $T_0$ and $a$. The values of $b$ and $g$ are choices, so the 11.9 K is a property of the model and not a prediction for a given film. A single $\eta$ also stands in for several lattice distortions and for the electrons. Real films break the assumption of a uniform, stress-free material: they contain grains and defects and are held by a substrate. In the example, full clamping at 1 % strain moves the width from 11.9 to 4.3 K, and nucleation, estimated without misfit strain, moves it to 10.4 K if it starts in the interior of the cube and to about 5.3 K if it starts at corners that favour neither phase. The first is a limiting case, since a film is free to relax along its normal. The effect of defects is not sized here. The numerical output below lists the inputs and results.

## Table of computed values

```
a = 1.40 J/(cm3 K)
b = 50.0 J/cm3
c = 37.5 J/cm3
T0, lower limit (input) = 330.00 K = 56.85 C
Tc, equal free energies = 338.93 K = 65.78 C
T1, upper limit = 341.90 K = 68.75 C
W, hysteresis width = 11.90 K
Tc - T0 = 8.93 K
T1 - Tc = 2.98 K
sweep: jump on cooling at 330.00 K
sweep: jump on heating at 341.91 K
Tc by numerical minimisation = 338.93 K
eta after jump at T0: formula 1.155, sweep 1.155
eta at T1: formula 0.816, last sweep step 0.823
eta of ordered phase at Tc = 1.000
entropy jump at Tc = 0.700 J/(cm3 K)
latent heat at Tc = 237.2 J/cm3
uniform barrier at Tc = 0.926 J/cm3
9 barrier / entropy jump = 11.90 K
gradient coefficient g = 50.0 J/cm3 nm2
correlation length, disordered phase at Tc = 2.00 nm
interface energy at Tc = 6.25 mJ/m2
cube edge = 100 nm, waiting time = 10 s
attempt rate per correlation volume = 1e+12 1/s
droplet barrier for one event = 41.7 k_B T
nucleation on cooling at 331.09 K
nucleation on heating at 341.52 K
width with homogeneous nucleation = 10.43 K
ratio to W = 0.88
largest virial error of droplets = 7.3e-07
modulus = 100 GPa, spontaneous strain = 1.0 %
b when clamped = 30.0 J/cm3
width when clamped: formula 4.29 K, sweep 4.29 K
heat capacity (rough) = 3.0 J/(cm3 K)
latent heat / heat capacity = 79 K
ambient of 85 C lies above T1 by 16.2 K
```
